Why Hartree-Fock densities have no first-order correlation correction

A determinant built from the orbitals of some chosen one-electron Hamiltonian is an approximate electronic state, and its charge density is in general wrong already at first order in whatever that Hamiltonian left out. A dipole moment or other one-electron property computed from it then has, as a rule, a correction linear in the neglected interaction, which is known only once a perturbed wave function has been worked out; symmetry, the electron number or a cancellation among orbital contributions can remove it for a particular property. If the determinant is the Hartree-Fock one and the zeroth-order Hamiltonian is its Fock operator, this linear error is absent from every one-electron expectation value. This is the Møller-Plesset theorem. It rests on two facts: a one-electron operator moves at most one electron, and the Hartree-Fock determinant has no coupling to states in which one electron has been moved.

Take a finite set of orthonormal spin orbitals φ_p and write the electronic Hamiltonian, in hartree atomic units, as H = h + W, where

h = Σ_pq h_pq a_p†a_q,

W = ½ Σ_pqrs ⟨pq|rs⟩ a_p†a_q†a_s a_r.

In ⟨pq|rs⟩ electron 1 goes from φ_r to φ_p and electron 2 from φ_s to φ_q, and ⟨pq||rs⟩ = ⟨pq|rs⟩ − ⟨pq|sr⟩. The reference determinant Φ0 occupies the orbitals i, j; the orbitals a, b are empty, or virtual; p, q, r, s are unrestricted. A singly excited determinant is Φ_i^a = a_a†a_i Φ0. The Fock matrix of Φ0 is

f_pq = h_pq + Σ_j ⟨pj||qj⟩.

The first task is the coupling of Φ0 to a single excitation,

⟨Φ_i^a|H|Φ0⟩ = ⟨Φ0|a_i†a_a H|Φ0⟩.

Since a_a Φ0 = 0, the operator a_a is moved to the right until it meets Φ0. For the one-electron part, a_a a_p† = δ_ap − a_p†a_a, and the second term gives zero. What remains is

Σ_q h_aq ⟨Φ0|a_i†a_q|Φ0⟩ = h_ai.

For the repulsion, two anticommutations give

a_a a_p†a_q† = δ_ap a_q† − δ_aq a_p† + a_p†a_q†a_a,

and the last term again gives zero, because a_a anticommutes with a_s and a_r and reaches Φ0. Therefore

⟨Φ_i^a|W|Φ0⟩ = ½ Σ_qrs ⟨aq|rs⟩⟨a_i†a_q†a_s a_r⟩ − ½ Σ_prs ⟨pa|rs⟩⟨a_i†a_p†a_s a_r⟩,

where the brackets without a state are averages in Φ0. In a determinant, the two electrons removed by a_s a_r must be put back into the same two orbitals, so for occupied j

⟨a_i†a_j†a_s a_r⟩ = δ_ir δ_js − δ_is δ_jr,

and the average is zero if j is replaced by a virtual orbital. The first sum becomes

½ Σ_j (⟨aj|ij⟩ − ⟨aj|ji⟩) = ½ Σ_j ⟨aj||ij⟩.

The second becomes −½ Σ_j (⟨ja|ij⟩ − ⟨ja|ji⟩). Exchanging the labels of the two electrons gives ⟨ja|ij⟩ = ⟨aj|ji⟩ and ⟨ja|ji⟩ = ⟨aj|ij⟩, so it equals the first. Adding all parts,

⟨Φ_i^a|H|Φ0⟩ = h_ai + Σ_j ⟨aj||ij⟩ = f_ai.

This holds for any determinant. The Hartree-Fock condition now enters. Rotate the occupied orbitals into the virtual ones with exp(κ), where

κ = Σ_ai (κ_ai a_a†a_i − κ_ai* a_i†a_a)

is anti-Hermitian, so that the rotation is unitary. The energy of the rotated determinant is

E(κ) = ⟨Φ0|e^(−κ) H e^κ|Φ0⟩ = E(0) + ⟨Φ0|Hκ − κH|Φ0⟩ + terms of second order in κ.

Because a_i†a_a Φ0 = 0, κΦ0 = Σ_ai κ_ai Φ_i^a. Because κ† = −κ, the term −⟨Φ0|κH|Φ0⟩ is the complex conjugate of ⟨Φ0|Hκ|Φ0⟩. Hence

δE = 2 Re Σ_ai κ_ai f_ai*.

At a stationary point δE vanishes for every choice of κ_ai. Choosing κ_ai = t f_ai with a small real t gives 2t Σ_ai |f_ai|² = 0, and so

f_ai = 0 for all occupied i and virtual a.

This is the Brillouin theorem. Only stationarity was used; the energy need not be a minimum.

The freedom to rotate each spin orbital matters. Unrestricted Hartree-Fock has it for rotations within each spin, and for its determinants the elements of f between different spins vanish because neither h nor the averaged repulsion flips a spin. (Here h is taken to be spin-free.) In closed-shell restricted Hartree-Fock the two spins are rotated together, but they have equal Fock matrices, so the vanishing of their sum makes each vanish. In restricted open-shell Hartree-Fock the Fock matrices of the two spins differ. Rotating a doubly occupied orbital into an empty one then fixes only the sum of the two elements, and the individual f_ai can survive. Such a reference is in general outside the theorem as stated for every one-electron operator: its spin density can change at first order. The two surviving elements are equal and opposite, however, so if the zeroth-order operator gives both spins the same orbital energies they cancel in the spin-summed density, and the charge density and dipole moment still have no linear term.

With f_ai = 0 the Fock matrix falls into an occupied and a virtual block. Each can be diagonalized by a unitary rotation within its own set, which changes Φ0 at most by a phase. In these orbitals the Fock operator is

F = Σ_p ε_p a_p†a_p.

Every determinant Φ_K is an eigenstate of F, with energy E_K equal to the sum of its occupied ε_p; E_0 = Σ_i ε_i belongs to Φ0. Let this eigenvalue be nondegenerate. Define the fluctuation potential V and a Hamiltonian that leads from the mean field to the full problem:

V = H − F,

H(λ) = F + λV.

At λ = 0 the electrons move independently in the averaged field; at λ = 1 the Hamiltonian is H. "First order" means first order in λ. In a finite basis H(λ) is a Hermitian matrix, and an isolated eigenvalue has an eigenvector that can be expanded near λ = 0. Nothing below requires the series to converge at λ = 1. Write

Ψ(λ) = Φ0 + λΨ1 + λ²Ψ2 + …,

E(λ) = E_0 + λE^(1) + λ²E^(2) + …,

with ⟨Φ0|Ψ(λ)⟩ = 1, so that Ψ1 and Ψ2 are orthogonal to Φ0. Collecting the terms linear in λ in H(λ)Ψ(λ) = E(λ)Ψ(λ) gives

(F − E_0)Ψ1 + (V − E^(1))Φ0 = 0.

Projection on a determinant Φ_K other than Φ0 removes E^(1) and leaves (E_K − E_0)⟨Φ_K|Ψ1⟩ = −⟨Φ_K|V|Φ0⟩, or

⟨Φ_K|Ψ1⟩ = ⟨Φ_K|V|Φ0⟩/(E_0 − E_K).

For a single excitation the numerator is ⟨Φ_i^a|H|Φ0⟩ − ⟨Φ_i^a|F|Φ0⟩. The first term is f_ai = 0. The second is E_0⟨Φ_i^a|Φ0⟩ = 0, because Φ0 is an eigenstate of F. There are thus no singles in Ψ1. Triples and higher are absent too, since H contains at most two-electron operators. The first-order wave function consists of double excitations alone.

Now let O = Σ_pq o_pq a_p†a_q be any one-electron operator that does not itself depend on λ. Its expectation value is ⟨Ψ|O|Ψ⟩/⟨Ψ|Ψ⟩. The numerator is

⟨Φ0|O|Φ0⟩ + λ(⟨Φ0|O|Ψ1⟩ + ⟨Ψ1|O|Φ0⟩) + λ²(⟨Φ0|O|Ψ2⟩ + ⟨Ψ2|O|Φ0⟩ + ⟨Ψ1|O|Ψ1⟩) + …,

and the denominator is 1 + λ²⟨Ψ1|Ψ1⟩ + …, since Ψ1 is orthogonal to Φ0. The normalization therefore has no influence at first order, and

O^(1) = ⟨Φ0|O|Ψ1⟩ + ⟨Ψ1|O|Φ0⟩.

Acting on Φ0, a_p†a_q gives zero unless q is occupied. If p is also occupied, the result survives only for p = q and is Φ0 again. If p is virtual, it is a single excitation. Hence

OΦ0 = (Σ_i o_ii)Φ0 + Σ_ai o_ai Φ_i^a,

and O†Φ0 has the same form. Neither contains a double excitation, whereas Ψ1 contains nothing else. Both overlaps vanish:

O^(1) = 0.

Choosing O = a_q†a_p shows that the one-particle density matrix γ_pq = ⟨a_q†a_p⟩ has no linear term in any element. Since the density at a point is a fixed linear combination of these elements, it too has n^(1)(r) = 0 at every r. The same applies to the kinetic energy, the attraction to the nuclei and the dipole moment.

The physical content is that the mean field already accounts for the average push of the electrons on one another. What V does at first order is to excite electrons in pairs, which changes how the position of one electron depends on that of another. Such a change can lower the repulsion without shifting the charge density to the same order.

The role of the Hartree-Fock reference becomes clear if it is given up. Let H0 = Σ_p ε_p a_p†a_p be another one-electron Hamiltonian, with its own orbitals and energies, and let V = H − H0. The steps up to O^(1) are unchanged, but the singles amplitude is now f_ai/(ε_i − ε_a), where f is the Fock matrix built from the new determinant. To find the density matrix, take O = a_i†a_a. Then ⟨Φ0|O|Ψ1⟩ picks out the amplitude of Φ_i^a, while ⟨Ψ1|O|Φ0⟩ = 0 because a_a Φ0 = 0. Thus

γ_ai^(1) = f_ai/(ε_i − ε_a).

The element f_ai is the mean-field force that the reference has failed to balance, and the orbital energy difference is the stiffness against it. The element γ_ia is the complex conjugate of γ_ai, and elements within the occupied or within the virtual block have no linear term, because there a_q†a_p and its adjoint turn Φ0 into Φ0 or zero, both orthogonal to Ψ1. The first-order density matrix therefore vanishes if and only if every f_ai does, that is, if the determinant is stationary in the Hartree-Fock sense. The formula also shows that it is the Hartree-Fock orbitals that matter: other energies ε_p attached to the same orbitals would change the denominators but leave the numerators zero, provided no denominator vanishes.

The restriction to one-electron operators is just as necessary. For the electron repulsion, W = V + F − h. Both F and h are one-electron operators and cannot connect Φ0 to the doubles in Ψ1, so ⟨Φ0|W|Ψ1⟩ = ⟨Φ0|V|Ψ1⟩. The terms of order λ² in the Schrödinger equation are

(F − E_0)Ψ2 + (V − E^(1))Ψ1 = E^(2)Φ0.

Projected on Φ0, the first term and the one with E^(1) drop out, and

E^(2) = ⟨Φ0|V|Ψ1⟩ = −Σ_K |⟨Φ_K|V|Φ0⟩|²/(E_K − E_0),

with K running over the doubles. This is the MP2 correlation energy. It is real, so the two overlaps in the first-order formula are equal and

W^(1) = 2E^(2).

The repulsion falls linearly in λ when Φ0 is the ground state of F and couples to at least one double. The factor 2 is compatible with the energy expansion. Since h and F have no first-order change, V^(1) = W^(1) = 2E^(2), and this contributes 2λ²E^(2) to ⟨F⟩ + λ⟨V⟩. The promotion of electrons costs

λ²⟨Ψ1|F − E_0|Ψ1⟩ = λ² Σ_K |⟨Φ_K|V|Φ0⟩|²/(E_K − E_0) = −λ²E^(2),

and the sum is λ²E^(2), as it must be. To this order, half of the gain is spent on promotion.

In general the density does change at second order. Let O be Hermitian and O_0 = ⟨Φ0|O|Φ0⟩. Multiplying the numerator found above by 1 − λ²⟨Ψ1|Ψ1⟩, the expansion of the inverse norm, gives

O^(2) = 2 Re⟨Φ0|O|Ψ2⟩ + ⟨Ψ1|O − O_0|Ψ1⟩.

The first part needs the singles in Ψ2. Projecting the second-order equation on Φ_i^a, and using the absence of singles in Ψ1, one finds

⟨Φ_i^a|Ψ2⟩ = ⟨Φ_i^a|V|Ψ1⟩/(ε_i − ε_a).

The pair excitations thus create a force on the single electrons, and the orbitals respond to it one order later. The second part describes the pairs themselves. For O = a_i†a_i, with O_0 = 1, it is minus the total weight in Ψ1 of doubles in which orbital i has been emptied; for a virtual orbital it is the weight of doubles in which that orbital is filled. Occupied orbitals lose charge and virtual ones gain it.

For a single electron no doubles exist, so Ψ1 = 0 and E^(2) = 0. The second-order equation then gives Ψ2 = 0 as well. This is as expected, since Hartree-Fock is exact for one electron within the basis. At the other extreme, if some E_K approaches E_0 while its coupling to Φ0 stays finite, the amplitudes in Ψ1 grow. The linear term in the density is still zero, but the quadratic one can become large, and the theorem then says little about λ = 1. If the two energies coincide, the expansion used here is no longer valid.

A water molecule in the STO-3G basis, with a chosen O-H distance of 1.80 bohr and an angle of 104.5 degrees, is small enough for H(λ) to be diagonalized in the full space of 441 determinants with five electrons of each spin. The lowest excitation energy of F is 1.002 hartree, so the reference is well separated. The largest coupling of Φ0 to a single excitation through V is 3 × 10⁻¹¹ hartree, which is numerical residue, against 0.152 hartree for the largest coupling to a double.

Differentiating numerically at λ = 0 the density matrix of the exact eigenvectors, here summed over the two spins and taken between spatial orbitals, gives a linear change of at most 5.3 × 10⁻¹¹ in any element, while the largest quadratic coefficient is 0.0134. At the midpoint of an O-H bond the Hartree-Fock density is 0.4971 bohr⁻³. Its linear coefficient is zero within numerical error and its quadratic one is −0.0031 bohr⁻³, or 0.6 percent of the Hartree-Fock value. The repulsion behaves differently: its linear coefficient is −0.070228 hartree, which is 2 × (−0.035114) hartree, twice the separately computed MP2 energy.

The dipole moment has the quadratic coefficient

−0.01832 − 0.00789 = −0.02621 e bohr,

where the first number comes from the singles in Ψ2 and the second from the doubles in Ψ1. In this molecule and basis the delayed orbital response is the larger part. The sum agrees with the curvature of the exact result. Setting λ = 1 and stopping at second order gives

0.68144 − 0.02621 = 0.65523 e bohr,

compared with 0.63929 e bohr from full configuration interaction, the exact answer in this basis. In debye the Hartree-Fock, second-order and exact values are 1.732, 1.665 and 1.625. The total correlation shift is −0.04215 e bohr, of which the second-order term supplies 62 percent. The absence of a linear term does not make the Hartree-Fock dipole exact. These numbers belong to the minimal basis and are not converged properties of water. In the 6-31G and cc-pVDZ bases the Hartree-Fock dipole is 1.034 and 0.807 e bohr, its quadratic coefficient is −0.032 and −0.034 e bohr, which is about 80 percent of the shift to the coupled-cluster singles and doubles (CCSD) value, and the midpoint density is 0.521 and 0.561 bohr⁻³ with quadratic coefficients −0.0017 and −0.0041 bohr⁻³. The singles part remains the larger one.

For comparison, the same Hamiltonian H can be reached from a Kohn-Sham operator in the local density approximation (Slater exchange with the VWN5 correlation fit). For a closed shell with real orbitals, the two spins and the two equal elements γ_ai and γ_ia each contribute a factor 2, and the negative electron charge gives the sign:

μ^(1) = −4 Σ_ai f_ai z_ai/(ε_i − ε_a),

with i and a now running over spatial orbitals and z_ai the matrix element of the coordinate along the symmetry axis. This formula gives −0.00567 e bohr, and so does the exact slope. The value is sensitive to the details: it is −0.0051 e bohr with the Perdew-Wang correlation fit and −0.0098 with the VWN fit to RPA data, and in the 6-31G and cc-pVDZ bases the formula gives +0.047 and +0.051 e bohr. The shifts of the dipole moment from its value at λ = 0, in e bohr, are

λ = 0.05: Fock −0.000067, Kohn-Sham −0.000525

λ = 0.10: Fock −0.000272, Kohn-Sham −0.001472

λ = 0.20: Fock −0.001129, Kohn-Sham −0.004338

Each doubling of λ multiplies the Fock shift by a little more than 4, as a quadratic law with small higher terms requires. The Kohn-Sham shift grows by factors of 2.8 and 2.9, between the 2 of a linear law and the 4 of a quadratic one. At λ = 0.05 its linear part is 0.05 × (−0.00567) = −0.00028 e bohr, about half of the total, so higher terms are already substantial there.

The size of the linear term should not be confused with the quality of the starting point. The Kohn-Sham determinant has a dipole moment of 0.68340 e bohr, close to the Hartree-Fock value and slightly farther from the exact one (0.04411 against 0.04215 e bohr). This ordering is particular to the minimal basis: in 6-31G and cc-pVDZ the Kohn-Sham dipole lies within about 0.0003 e bohr of the CCSD value, in spite of its larger linear term, while the Hartree-Fock dipole is about 0.04 e bohr away. What distinguishes the Hartree-Fock reference is that none of its one-electron properties changes at first order, and this follows from f_ai = 0, whatever the size of the second-order term that follows. With another reference a single property can still lack a linear term by symmetry or cancellation, but not the whole density matrix.

Table of computed values

```
Water, STO-3G, all electrons correlated
O-H distance: 1.80 bohr
H-O-H angle: 104.5 degrees
spatial orbitals: 7, electrons: 10
determinants: 441
Hartree-Fock total energy: -74.962199 hartree
lowest excitation energy of F: 1.00198 hartree
finite-difference step in lambda: 0.005
Largest |<K|V|0>| by excitation rank of K:
  singles: 3.0e-11 hartree
  doubles: 0.15225 hartree
  triples and higher: 0.0e+00 hartree
Fock operator as zeroth order, exact Taylor coefficients:
  largest |gamma(1)| element: 5.3e-11
  largest |gamma(2)| element: 0.01340
  dipole, linear: -3.7e-11 e bohr
  dipole, quadratic: -0.026212 e bohr
  density at O-H midpoint, zeroth: 0.497125 bohr^-3
  density at O-H midpoint, linear: -1.5e-12 bohr^-3
  density at O-H midpoint, quadratic: -0.003097 bohr^-3
Second-order dipole from perturbation theory:
  second-order singles part: -0.018318 e bohr
  first-order doubles part: -0.007894 e bohr
  sum: -0.026212 e bohr
Electron repulsion <W>:
  linear coefficient, exact: -0.070228 hartree
  MP2 correlation energy: -0.035114 hartree
  twice the MP2 energy: -0.070228 hartree
Kohn-Sham LDA operator as zeroth order:
  largest |gamma(1)| element: 0.02117
  dipole, linear, exact: -0.005669 e bohr
  dipole, linear, formula: -0.005669 e bohr
Dipole shift from lambda = 0 (e bohr): lambda, Fock, Kohn-Sham
  0.05  -0.000067  -0.000525
  0.10  -0.000272  -0.001472
  0.20  -0.001129  -0.004338
Dipole moments:
  Hartree-Fock: 0.68144 e bohr = 1.7320 debye
  through second order: 0.65523 e bohr = 1.6654 debye
  full CI: 0.63929 e bohr = 1.6249 debye
  Kohn-Sham LDA determinant: 0.68340 e bohr
```
